# Field-driven hopping of an oxygen vacancy: sinh law and Nernst-Einstein mobility: a program that tests the result

```python
# Result under test: a vacancy of charge q hopping along a periodic row has
#   v = 2 a k0 R(F) sinh(F a / (2 kT)),  F = q E,
# where k0 is the zero-field hop rate in each direction and R is even in F.
# R = 1 is the sinh law; at low field v = mu E with mu = q D / kT, D = a^2 k0.
# Potential: V(x) = -(U/2) cos(2 pi x/a) - F x.
# a: site spacing, U: zero-field barrier, M: effective mass, kT: thermal energy.
# Units: eV, angstrom, second; charge in elementary charges; field in V/angstrom.
# Rates are classical transition-state rates, without recrossing or tunnelling.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.optimize import brentq, minimize_scalar

spacing = 3.0
barrier = 0.7
charge = 2.0
mass_u = 16.0
temperature = 400.0
boltzmann = const.k / const.e
thermal = boltzmann * temperature
mass = mass_u * const.atomic_mass * 1e-20 / const.e  # eV s^2 / angstrom^2


def potential(x, force):
    return -0.5 * barrier * np.cos(2 * np.pi * x / spacing) - force * x


def numerical_rates(force, kt=thermal):
    """Right and left hop rates and barriers from located extrema and quadrature."""
    well = minimize_scalar(lambda x: potential(x, force), method="bounded",
                           bounds=(-spacing / 4, spacing / 4),
                           options={"xatol": 1e-10}).x
    saddle = minimize_scalar(lambda x: -potential(x, force), method="bounded",
                             bounds=(spacing / 4, 3 * spacing / 4),
                             options={"xatol": 1e-10}).x
    bottom = potential(well, force)
    right_barrier = potential(saddle, force) - bottom
    left_barrier = potential(saddle - spacing, force) - bottom

    def weight(x):
        return np.exp(-(potential(x, force) - bottom) / kt)

    options = {"epsabs": 1e-13, "epsrel": 1e-11, "limit": 200}
    well_integral = (quad(weight, saddle - spacing, well, **options)[0]
                     + quad(weight, well, saddle, **options)[0])
    flux = np.sqrt(kt / (2 * np.pi * mass)) / well_integral
    return (flux * np.exp(-right_barrier / kt),
            flux * np.exp(-left_barrier / kt), right_barrier, left_barrier)


def chain_motion(right, left):
    """Velocity and half the variance growth rate from a propagated chain."""
    half = 40
    size = 2 * half + 1
    generator = np.zeros((size, size))
    for site in range(size):
        if site + 1 < size:
            generator[site + 1, site] += right
            generator[site, site] -= right
        if site > 0:
            generator[site - 1, site] += left
            generator[site, site] -= left
    time = 4.0 / (right + left)
    probability = expm(generator * time)[:, half]
    positions = spacing * np.arange(-half, half + 1)
    mean = probability @ positions
    variance = probability @ (positions - mean) ** 2
    return mean / time, variance / (2 * time)


def barrier_shift(force):
    f = force * spacing / (np.pi * barrier)
    return barrier * (np.sqrt(1 - f**2) + f * np.arcsin(f) - 1)


def reduction(force):
    f = force * spacing / (np.pi * barrier)
    return (1 - f**2) ** 0.25 * np.exp(-barrier_shift(force) / thermal)


# Zero-field rate, compared with the harmonic estimate.
k0 = numerical_rates(0.0)[0]
attempt = np.sqrt(barrier / (2 * mass)) / spacing
k0_harmonic = attempt * np.exp(-barrier / thermal)
cold = boltzmann * 100.0
cold_excess = (attempt * np.exp(-barrier / cold)
               / numerical_rates(0.0, cold)[0] - 1)
assert abs(cold_excess / (cold / (4 * barrier)) - 1) < 0.03  # next order in kT/U

# Diffusion from spreading and mobility from drift are obtained separately.
diffusion = chain_motion(k0, k0)[1]
assert abs(diffusion / (spacing**2 * k0) - 1) < 1e-8
small = 1e-5
drift_plus = chain_motion(*numerical_rates(charge * small)[:2])[0]
drift_minus = chain_motion(*numerical_rates(-charge * small)[:2])[0]
mobility = (drift_plus - drift_minus) / (2 * small)
mobility_einstein = charge * diffusion / thermal
assert abs(mobility / mobility_einstein - 1) < 1e-5

# Velocity over the field range.
rows = []
for field in (0.001, 0.01, 0.03, 0.1):
    force = charge * field
    right, left, right_barrier, left_barrier = numerical_rates(force)
    mirrored = numerical_rates(-force)
    assert abs(left / mirrored[0] - 1) < 1e-7
    assert abs(np.log(right / mirrored[0]) - force * spacing / thermal) < 1e-7
    shift = 0.5 * (right_barrier + left_barrier) - barrier
    assert abs(shift - barrier_shift(force)) < 1e-10
    quadratic = (force * spacing) ** 2 / (2 * np.pi**2 * barrier)
    assert abs(shift / quadratic - 1) < 0.01
    argument = force * spacing / (2 * thermal)
    linear = mobility_einstein * field
    sinh_law = 2 * spacing * k0 * np.sinh(argument)
    corrected = sinh_law * reduction(force)
    velocity = chain_motion(right, left)[0]
    # The remaining difference is field-dependent anharmonicity of the well.
    assert abs(velocity / corrected - 1) < 5e-3
    if field <= 0.01:
        assert abs(velocity / sinh_law - 1) < 0.01
    rows.append((field, argument, linear, sinh_law, corrected, velocity,
                 shift, right_barrier, left_barrier))

# Field at which the sinh law exceeds the linear law by ten percent.
cross_argument = brentq(lambda y: np.sinh(y) / y - 1.1, 0.1, 2.0)
cross_field = 2 * thermal * cross_argument / (charge * spacing)
cross_velocity = chain_motion(*numerical_rates(charge * cross_field)[:2])[0]
cross_ratio = cross_velocity / (mobility_einstein * cross_field)
assert abs(cross_ratio / 1.1 - 1) < 0.01

to_mv_cm = 1e8 / 1e6  # V/angstrom to MV/cm
print(f"site spacing a = {spacing:.1f} angstrom")
print(f"zero-field barrier U = {barrier:.2f} eV")
print(f"vacancy charge q = {charge:.0f} e")
print(f"effective mass M = {mass_u:.0f} u")
print(f"temperature T = {temperature:.0f} K")
print(f"thermal energy kT = {thermal:.5f} eV")
print(f"U/kT = {barrier / thermal:.3f} (no unit)")
print(f"attempt frequency nu0 = {attempt:.4e} 1/s")
print(f"h nu0/kT = {const.h * attempt / const.e / thermal:.3f} (no unit)")
print(f"harmonic hop rate = {k0_harmonic:.4e} 1/s")
print(f"quadrature hop rate k0 = {k0:.4e} 1/s")
print(f"harmonic excess = {100 * (k0_harmonic / k0 - 1):.3f} percent")
print(f"leading estimate kT/4U = {100 * thermal / (4 * barrier):.3f} percent")
print(f"diffusion D = {diffusion:.4e} angstrom^2/s")
print(f"diffusion D = {diffusion * 1e-16:.4e} cm^2/s")
print(f"mobility from drift = {mobility:.5e} angstrom^2/(V s)")
print(f"mobility qD/kT = {mobility_einstein:.5e} angstrom^2/(V s)")
print(f"mobility qD/kT = {mobility_einstein * 1e-16:.4e} cm^2/(V s)")
print(f"ten-percent argument Fa/2kT = {cross_argument:.4f} (no unit)")
print(f"ten-percent field = {cross_field:.5f} V/angstrom")
print(f"ten-percent field = {cross_field * to_mv_cm:.3f} MV/cm")
print(f"chain/linear velocity there = {cross_ratio:.4f} (no unit)")
limit_field = np.pi * barrier / (charge * spacing)
print(f"field where wells vanish = {limit_field:.4f} V/angstrom")
for (field, argument, linear, sinh_law, corrected, velocity,
     shift, right_barrier, left_barrier) in rows:
    print(f"field E = {field:.3f} V/angstrom = {field * to_mv_cm:.1f} MV/cm")
    print(f"  Fa/2kT = {argument:.4f}; sinh/chain = "
          f"{sinh_law / velocity:.4f} (no unit)")
    print(f"  barriers right, left = {right_barrier:.5f}, "
          f"{left_barrier:.5f} eV; shift = {shift:.3e} eV")
    print(f"  linear, sinh velocity = {linear:.4e}, {sinh_law:.4e} angstrom/s")
    print(f"  corrected, chain velocity = {corrected:.4e}, "
          f"{velocity:.4e} angstrom/s")
print("verified")
```

Output:

```
site spacing a = 3.0 angstrom
zero-field barrier U = 0.70 eV
vacancy charge q = 2 e
effective mass M = 16 u
temperature T = 400 K
thermal energy kT = 0.03447 eV
U/kT = 20.308 (no unit)
attempt frequency nu0 = 4.8427e+12 1/s
h nu0/kT = 0.581 (no unit)
harmonic hop rate = 7.3362e+03 1/s
quadrature hop rate k0 = 7.2415e+03 1/s
harmonic excess = 1.308 percent
leading estimate kT/4U = 1.231 percent
diffusion D = 6.5174e+04 angstrom^2/s
diffusion D = 6.5174e-12 cm^2/s
mobility from drift = 3.78155e+06 angstrom^2/(V s)
mobility qD/kT = 3.78154e+06 angstrom^2/(V s)
mobility qD/kT = 3.7815e-10 cm^2/(V s)
ten-percent argument Fa/2kT = 0.7634 (no unit)
ten-percent field = 0.00877 V/angstrom
ten-percent field = 0.877 MV/cm
chain/linear velocity there = 1.0934 (no unit)
field where wells vanish = 0.3665 V/angstrom
field E = 0.001 V/angstrom = 0.1 MV/cm
  Fa/2kT = 0.0870; sinh/chain = 1.0001 (no unit)
  barriers right, left = 0.69700, 0.70300 eV; shift = 2.605e-06 eV
  linear, sinh velocity = 3.7815e+03, 3.7863e+03 angstrom/s
  corrected, chain velocity = 3.7860e+03, 3.7860e+03 angstrom/s
field E = 0.010 V/angstrom = 1.0 MV/cm
  Fa/2kT = 0.8703; sinh/chain = 1.0078 (no unit)
  barriers right, left = 0.67026, 0.73026 eV; shift = 2.606e-04 eV
  linear, sinh velocity = 3.7815e+04, 4.2774e+04 angstrom/s
  corrected, chain velocity = 4.2444e+04, 4.2443e+04 angstrom/s
field E = 0.030 V/angstrom = 3.0 MV/cm
  Fa/2kT = 2.6110; sinh/chain = 1.0725 (no unit)
  barriers right, left = 0.61235, 0.79235 eV; shift = 2.346e-03 eV
  linear, sinh velocity = 1.1345e+05, 2.9414e+05 angstrom/s
  corrected, chain velocity = 2.7432e+05, 2.7426e+05 angstrom/s
field E = 0.100 V/angstrom = 10.0 MV/cm
  Fa/2kT = 8.7034; sinh/chain = 2.1874 (no unit)
  barriers right, left = 0.42622, 1.02622 eV; shift = 2.622e-02 eV
  linear, sinh velocity = 3.7815e+05, 1.3085e+08 angstrom/s
  corrected, chain velocity = 5.9984e+07, 5.9821e+07 angstrom/s
verified
```
